# Spinodal, binodal and metastable coverages of a Bragg-Williams adsorbate

## Problem

Molecules adsorb on a surface of $M$ equivalent sites, each holding at most one molecule. A site has $z$ neighbours, and every pair of occupied neighbouring sites lowers the energy by $w>0$. The coverage is $\theta=n/M$ for $n$ adsorbed molecules. The layer is treated in the Bragg-Williams approximation: at given $\theta$ the molecules are taken to be distributed at random. The gas above the surface is ideal.

(a) Find the free energy per site, the chemical potential and the adsorption isotherm.

(b) Find the critical temperature $T_c$. Show that at $T=\tfrac34T_c$ the spinodal coverages, where a uniform layer loses local stability, are $0.25$ and $0.75$.

(c) Find the binodal coverages, those of two coexisting phases, at the same temperature. Hence find the metastable coverages and compare their total width with that of the unstable range. Does the outcome of the comparison depend on temperature?

(d) The pressure is raised slowly over a dilute layer, then lowered slowly over a dense one. At what pressures must each layer jump, if it survives as long as it is locally stable?

(e) Evaluate the results for $T=300$ K, $T_c=400$ K, $z=4$, a coexistence pressure of $0.10$ Torr and $2.5$ sites per nm². Estimate the effects of correlations, unequal sites, an error in surface temperature, and operation at $500$ K. The heat of adsorption at half coverage is $0.60$ eV per molecule.

## Solution

### (a) Free energy and isotherm

There are $zM/2$ neighbour pairs of sites. If $n$ molecules are placed at random, the first site of a pair is occupied with probability $n/M$, and the second is then occupied with probability $(n-1)/(M-1)$. For a large layer the product tends to $\theta^2$, so the mean interaction energy per site is $-zw\theta^2/2$.

The number of placements is $M!/[n!(M-n)!]$. Stirling's formula, $\ln n!\approx n\ln n-n$, gives the entropy per site
$$-k\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].$$
Let $a(T)$ be the free energy of one isolated adsorbed molecule, including its binding and its vibrations. Then
$$f(\theta)=a\theta+kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right]-\tfrac12zw\theta^2 .$$

The total free energy is $F=Mf(n/M)$, so the chemical potential is
$$\mu=\left(\frac{\partial F}{\partial n}\right)_M=f'(\theta)=a+kT\ln\frac{\theta}{1-\theta}-zw\theta .$$
In the ideal gas $\mu=\mu^\circ(T)+kT\ln p$. Let $p_0$ be the pressure for which $\theta=\tfrac12$ solves the equality of the two chemical potentials. Subtracting the equality at $\theta=\tfrac12$ from that at $\theta$ removes $a$ and $\mu^\circ$:
$$\ln\frac{p}{p_0}=\ln\frac{\theta}{1-\theta}-\frac{zw}{kT}\left(\theta-\tfrac12\right).$$

### (b) Local stability and the spinodal

Let half of a uniform layer change its coverage to $\theta+\epsilon$ and the other half to $\theta-\epsilon$. The number of molecules is unchanged, and the free energy per site changes by
$$\tfrac12\left[f(\theta+\epsilon)+f(\theta-\epsilon)\right]-f(\theta)=\tfrac12f''(\theta)\epsilon^2+O(\epsilon^4).$$
The uniform layer is therefore locally unstable when $f''<0$. Since the derivative of $\ln[\theta/(1-\theta)]$ is $1/\theta+1/(1-\theta)$,
$$f''(\theta)=\frac{kT}{\theta(1-\theta)}-zw .$$

The product $\theta(1-\theta)$ is at most $\tfrac14$, so the smallest value of $f''$ is $4kT-zw$, at half coverage. It is negative below
$$T_c=\frac{zw}{4k}.$$
With $t=T/T_c$ we have $zw/kT=4/t$, and the condition $f''=0$ becomes
$$\theta(1-\theta)=\frac t4,\qquad \theta_s^\pm=\frac{1\pm\sqrt{1-t}}2 .$$
At $t=\tfrac34$ the root is $\sqrt{1/4}=\tfrac12$, and
$$\theta_s^-=\tfrac14,\qquad \theta_s^+=\tfrac34 .$$
Between them $\theta(1-\theta)>t/4$, so $f''<0$ and the uniform layer is unstable. Neither $z$ nor $w$ enters separately.

### (c) Coexistence and the metastable range

Two phases in equilibrium have equal $\mu$, so that no molecules pass between them, and equal spreading pressure, so that their boundary does not move. The spreading pressure times the area of a site is
$$-\left(\frac{\partial F}{\partial M}\right)_n=\theta f'(\theta)-f(\theta)=\theta\mu-f .$$
If the coverages are $\theta_1<\theta_2$ and the common chemical potential is $\mu_c$, equality of $\theta\mu-f$ gives
$$f(\theta_2)-f(\theta_1)=\mu_c(\theta_2-\theta_1),\qquad\text{or}\qquad \int_{\theta_1}^{\theta_2}\left[\mu(\theta)-\mu_c\right]d\theta=0 .$$
This is the equal-area rule.

Put $s=2\theta-1$, which runs from $-1$ to $1$. Then $\theta/(1-\theta)=(1+s)/(1-s)$, whose logarithm is $2\,\mathrm{artanh}\,s$, and $(4/t)(\theta-\tfrac12)=2s/t$. The isotherm becomes
$$h(s)\equiv\ln\frac p{p_0}=2\left[\mathrm{artanh}\,s-\frac st\right].$$
It is an odd function of $s$. The level $h_c=0$ thus cuts off equal areas on the two sides of $s=0$ and satisfies the rule.

No other level does. Let $s_1$ and $s_2$ be the outer intersections of $h(s)$ with a level $h_c$; the middle one is unstable and cannot be a phase. The area difference $D=\int_{s_1}^{s_2}(h-h_c)\,ds$ has the derivative $dD/dh_c=-(s_2-s_1)<0$, because the integrand vanishes at the moving ends. Hence $D$ has one zero, and coexistence occurs at $p=p_0$.

Setting $h=0$ with $s=m>0$ gives
$$m=\tanh\frac mt,\qquad \theta_b^\pm=\frac{1\pm m}2 .$$
The positive root is unique for $t<1$: the series
$$\frac{\mathrm{artanh}\,m}{m}=1+\frac{m^2}3+\frac{m^4}5+\dots$$
rises steadily from $1$ to infinity on $0<m<1$, and so equals $1/t$ once.

At $t=\tfrac34$ the root is $m=0.7755$. As a check, $m/t=1.0340$ and $\tanh1.0340=0.7755$. Therefore
$$\theta_b^-=\frac{1-0.7755}2=0.1122,\qquad \theta_b^+=\frac{1+0.7755}2=0.8878 .$$
The common tangent can also be found as the straight part of the lower convex hull of $f$, without use of the symmetry. On a grid of spacing $0.00025$ this part runs from $0.1123$ to $0.8878$.

To see which layers are metastable, measure the free energy from the common tangent:
$$\Delta(\theta)=f(\theta)-f(\theta_b^-)-\mu_c(\theta-\theta_b^-),\qquad \frac{d\Delta}{d\theta}=\mu-\mu_c=kT\,h .$$
For $-m<s<0$ we have $h>0$, and for $0<s<m$ we have $h<0$. Thus $\Delta$ rises from zero at the lower binodal and falls back to zero at the upper one. Between them a uniform layer has a higher free energy than a mixture of the two phases with the same mean coverage. Where $f''$ is still positive, however, a small fluctuation does not lower the free energy. The metastable coverages are therefore
$$0.1122<\theta<0.25\qquad\text{and}\qquad0.75<\theta<0.8878 .$$

The metastable range consists of two separate windows, each $0.25-0.1122=0.1378$ wide. Their total width is
$$m-\sqrt{1-t}=0.7755-0.5=0.2755 ,$$
which is $0.551$ of the unstable width $0.5$. The binodal interval itself, of width $0.7755$, is wider than the spinodal interval, since it contains both the unstable range and the two windows.

The proportions at a given mean coverage follow from conservation of molecules. At $\theta=0.20$, for example, the dense phase of the equilibrium mixture covers the fraction $(0.20-0.1122)/0.7755=0.113$ of the surface.

**Other temperatures.** For $j\geq2$ we have $2j+1<3^j$, while the two sides are equal for $j=0$ and $1$. Hence
$$\frac1t=\sum_{j=0}^{\infty}\frac{m^{2j}}{2j+1}>\sum_{j=0}^{\infty}\left(\frac{m^2}3\right)^j=\frac1{1-m^2/3}.$$
Inverting both sides gives $t<1-m^2/3$, or $m<\sqrt3\sqrt{1-t}$. It follows that
$$\frac{\text{metastable width}}{\text{unstable width}}=\frac{m}{\sqrt{1-t}}-1<\sqrt3-1=0.732 .$$
In this model the metastable range is narrower than the unstable one at every temperature below $T_c$. Near $T_c$ the first two terms of the series give $m\approx\sqrt{3(1-t)}$, and the ratio approaches the bound. As $t\to0$ both $m$ and $\sqrt{1-t}$ tend to $1$, and the ratio tends to zero.

### (d) The pressure limits

The slope of the isotherm is
$$\frac{dh}{ds}=2\left[\frac1{1-s^2}-\frac1t\right],$$
which vanishes at $s=\mp\sqrt{1-t}$, the spinodal points. As the pressure rises, the dilute layer follows its branch up to the maximum of $h$ at $s=-\tfrac12$. Above that pressure no dilute solution exists. Since $2\,\mathrm{artanh}\,\tfrac12=\ln3$, at $t=\tfrac34$
$$\ln\frac{p_\uparrow}{p_0}=-\ln3+\frac43=0.2347,\qquad \frac{p_\uparrow}{p_0}=\frac{e^{4/3}}3=1.2646 .$$
The dense layer ends at $s=+\tfrac12$. Because $h$ is odd, the logarithm changes sign:
$$\frac{p_\downarrow}{p_0}=3e^{-4/3}=0.7908 .$$

These limits were tested by solving the isotherm through repeated substitution, $\theta\to y/(1+y)$ with $y=(p/p_0)\exp[(4/t)(\theta-\tfrac12)]$, starting from an empty and from a full surface. The pressures at which the solution changed branch were $1.2646\,p_0$ and $0.7908\,p_0$. The upward jump leads to a coverage of $0.924$ and the downward jump to $0.076$. Both lie outside the binodal interval: coverage rises with pressure along each stable branch, and the dense layer is reached above $p_0$, the dilute one below it.

These are the widest limits of hysteresis in the model. A layer that finds a way over the free-energy barrier jumps earlier. The theory gives no rate for this, and hence no lifetime for a metastable layer.

### (e) Numbers and limits of the model

**The example.** The thermal energy at $300$ K is $kT=0.02585$ eV. From $T_c=zw/4k$ with $z=4$, the pair attraction is $w=kT_c=0.0345$ eV. The main results, with coverages multiplied by $2.5$ nm$^{-2}$ and pressure ratios by $0.10$ Torr, are:

| Quantity | Dilute side | Dense side |
|---|---:|---:|
| Binodal coverage | 0.112 | 0.888 |
| Binodal density (nm$^{-2}$) | 0.28 | 2.22 |
| Spinodal coverage | 0.25 | 0.75 |
| Spinodal density (nm$^{-2}$) | 0.63 | 1.88 |
| Limiting pressure (Torr) | 0.126 | 0.079 |

**Status of the parameters.** The parameters are round choices, not measured properties of a particular layer. Real surfaces can break the assumptions of random mixing and equal sites, and the next estimates show that the failure of either can remove the transition at $300$ K.

**Correlations.** Random mixing ignores the tendency of attracting molecules to gather. It becomes correct for large $M$ if every pair on the surface attracts equally with strength $zw/M$: the energy is then $-zwn^2/(2M)$, up to a term linear in $n$, for every arrangement. Direct counting for $M=4000$ sites with this energy gives most probable coverages of $0.1120$ and $0.8880$ at coexistence. The curvature of the logarithm of the probability changes sign at $0.2500$ and $0.7500$.

For attraction between nearest neighbours the outcome is different. Write the occupation of a site as $(1+\sigma)/2$ with $\sigma=\pm1$. The energy of a pair is
$$-w\,\frac{1+\sigma}2\,\frac{1+\sigma'}2=-\frac w4\left(1+\sigma+\sigma'+\sigma\sigma'\right).$$
The terms linear in $\sigma$ are cancelled by the chemical potential at $p=p_0$. What remains is the Ising model with coupling $K=w/(4kT)$, here $0.3333$. We take from the exact solution of the square lattice that the critical coupling obeys $\sinh2K_c=1$, so $K_c=0.4407$. An independent estimate uses periodic strips of $L$ sites in width, whose correlation length follows from the two largest eigenvalues of the transfer matrix. At the critical point this length grows in proportion to $L$ when the strips are wide, and nearly so for narrow ones; for $L=6$ and $8$ the ratio of length to width agrees at $K=0.4396$.

With the same $w$, the true critical temperature of the nearest-neighbour model is therefore
$$\frac{w}{4kK_c}=\frac{100\ \mathrm K}{0.4407}=227\ \mathrm K ,$$
not $400$ K. If $w=0.0345$ eV is taken literally as a nearest-neighbour attraction, there is no condensation at $300$ K, and the spinodals and binodals found above have no counterpart. The correlation length at $p_0$ is then only about $2.1$ sites.

One may instead regard $400$ K as the true critical temperature and adjust $w$ to it. At $300$ K the coupling is then $K=0.4407/0.75=0.588$, and the exact order parameter
$$m=\left[1-(\sinh2K)^{-4}\right]^{1/8}$$
gives binodal coverages of $0.015$ and $0.985$. A strip of width $10$ also gives $0.015$ for the lower one. Compared at the same $T/T_c$, the Bragg-Williams value of $0.112$ is more than seven times as large. The numbers in the table thus describe a layer with weak attraction of long range, and are a poor guide to one with attraction between nearest neighbours.

**Unequal sites.** Let half the sites, randomly placed, bind more strongly by $\delta$ and half more weakly by $\delta$, and keep random mixing. With $u=(\mu-a+zw\theta)/kT$ and $d=\delta/kT$, the two kinds have coverages $1/(1+e^{-u\mp d})$, and $\theta$ is their mean. Let $S=d\theta/du$. Differentiating the definition of $u$ gives
$$\frac1{kT}\frac{d\mu}{d\theta}=\frac1S-\frac4t ,$$
so there is a loop if the largest $S$ exceeds $t/4$. Each kind contributes its own $\theta_i(1-\theta_i)=1/[2(1+\cosh(u\pm d))]$. Averaging the two, with $c=\cosh u$ and $C=\cosh d$, gives
$$S=\frac{1+cC}{2(c+C)^2},\qquad \frac{dS}{dc}=\frac{C^2-cC-2}{2(c+C)^3}.$$
For $c\geq1$ the last numerator is at most $(C-2)(C+1)$. Hence for $C\leq2$ the maximum lies at $c=1$, where $S=1/[2(1+C)]$. Setting this equal to $t/4=3/16$ gives $C=\tfrac53$, consistent with $C\leq2$, and
$$d=\ln\left(C+\sqrt{C^2-1}\right)=\ln\left(\tfrac53+\tfrac43\right)=\ln3,\qquad \delta=kT\ln3=28\ \mathrm{meV}.$$
For $C>2$ the maximum moves to $c=C-2/C$ and equals $C^2/[8(C^2-1)]$. This is below $\tfrac16$, and so below $\tfrac3{16}$: the loop does not return. A difference of $2\delta=57$ meV between the two kinds of site, about a tenth of the assumed heat of adsorption, is enough to remove the transition at $300$ K. It does not remove it at all temperatures: the largest $S$ always exceeds $\tfrac18$, so in this model a loop is present below $T_c/2=200$ K whatever the value of $\delta$. Both the threshold of $28$ meV and the surviving loop rest on random mixing, that is, on attraction of long range. With short-range attraction and randomly placed sites the layer is a two-dimensional Ising model in a random field, for which it is known that disorder of any strength rounds the transition in a sufficiently large layer.

**Surface temperature.** Let the gas at the surface have the surface temperature. At fixed pressure, the temperature derivative of $\mu/T$ in the gas is $-h_g/T^2$, where $h_g$ is the enthalpy per gas molecule. At fixed coverage, the derivative of $\mu/T$ in the layer is $-u_a/T^2$, where $u_a$ is the change in the energy of the layer per added molecule. A change of pressure adds $k\,d\ln p$ to $\mu/T$ in the gas. If the two chemical potentials are to stay equal at $\theta=\tfrac12$, then $k\,d\ln p_0/dT=(h_g-u_a)/T^2$. With $Q=h_g-u_a$ this gives
$$\frac{d\ln p_0}{dT}=\frac Q{kT^2},\qquad \ln\frac{p_0(T')}{p_0(T)}=\frac Qk\left(\frac1T-\frac1{T'}\right),$$
where $Q$ is the heat of adsorption at half coverage, taken as constant. With $Q=0.60$ eV, $p_0$ rises by the factor $1.2646$ when the surface warms by $3.1$ K. A pressure of $0.126$ Torr, at which the dilute layer becomes unstable at $300$ K, is merely the coexistence pressure at $303$ K. To resolve the pressure window, the surface must be uniform to well within $3$ K.

**Operation at 500 K.** With $zw$ held fixed, the least slope of the isotherm, at half coverage, is
$$\frac{d\ln p}{d\theta}=4-\frac{4T_c}T .$$
It is $-1.33$ at $300$ K and $+0.80$ at $500$ K, where $T/T_c=1.25$. At the higher temperature coverage rises continuously with pressure, without a spinodal or a metastable range. Half coverage, however, then needs a much higher pressure: with $Q=0.60$ eV taken as constant, $p_0$ rises from $0.10$ Torr to about $1.1\times10^3$ Torr. At $0.10$ Torr and $500$ K the surface is almost empty, with a coverage of about $2\times10^{-5}$. Over so wide an interval the constancy of $Q$ is only a rough assumption. For a monatomic gas $dQ/dT$ lies between $-0.5k$ (classical vibrations of the adsorbed atom) and $2.5k$ (frozen vibrations), which puts $p_0$ between $1.0\times10^3$ and $1.4\times10^3$ Torr and the coverage between $2.0\times10^{-5}$ and $1.4\times10^{-5}$. Attraction still matters: at half coverage $d\theta/d\ln p$ is $1/0.80=1.25$, against $0.25$ for molecules that do not attract. The value $1.25$ rests on random mixing. If the same $w$ acts only between nearest neighbours on a square lattice, correlations reduce it to about $0.7$.

The numerical output below lists the main values used here.

## Computed results

```
Temperature T = 300 K, critical Tc = 400 K, T/Tc = 0.75
Thermal energy kT = 0.02585 eV
Neighbours z = 4, pair attraction w = 0.0345 eV
Total attraction zw = 0.1379 eV, zw/kT = 5.3333
Spinodal coverages = 0.2500, 0.7500
Spinodals from counting, 4000 sites = 0.2500, 0.7500
Root of m = tanh(m/t): m = 0.775516
Binodal coverages = 0.1122, 0.8878
Binodals from convex hull = 0.1123, 0.8878
Binodals from counting peaks = 0.1120, 0.8880
Width of each metastable window = 0.1378
Total metastable width = 0.2755
Unstable width = 0.5000, binodal width = 0.7755
Metastable/unstable width = 0.5510, bound = 0.7321
Site density = 2.5 per nm2
Binodal densities = 0.281, 2.219 per nm2
Spinodal densities = 0.625, 1.875 per nm2
Coexistence pressure p0 = 0.100 Torr
Dilute branch ends at p/p0 = 1.2646, p = 0.1265 Torr
Dense branch ends at p/p0 = 0.7908, p = 0.0791 Torr
Jumps found by iteration: p/p0 = 1.2646, 0.7908
Coverage after upward jump = 0.9238
Coverage after downward jump = 0.0762
Ising coupling here K = 0.3333, critical K = 0.4407
Critical K from strips of width 6 and 8 = 0.4396
True Tc, square nearest-neighbour model, same w = 226.9 K
Correlation length there at 300 K = 2.14 sites
Same from strip of width 10 = 2.13 sites
True Tc set to 400 K: binodals = 0.0151, 0.9849
Lower binodal from strip of width 10 = 0.0151
Its shift from width 8 to 10 = 1.2e-05
Site-energy shift delta that removes loop = 28.40 meV
Heat of adsorption at coexistence = 0.60 eV
Warming that lifts p0 to upper limit = 3.07 K
Temperature of use = 500 K, T/Tc = 1.25
Least d ln p/d theta: 0.800 at 500 K, -1.333 at 300 K
```
